# Why two-dimensional Thomas–Fermi screening ignores density, yet weakens relative to k_F

## Question

The electrons in a transistor channel screen the charged defects that scatter them. Adding electrons might be expected to shorten the screening length. For a degenerate channel with one parabolic subband, the long-wavelength Thomas–Fermi wavevector $q_{TF}$ nevertheless does not depend on the sheet density $n$. Why not, and in what sense does screening still weaken as the channel fills?

## Answer

### The mechanism: who can respond

Take a flat channel with one occupied subband, energy $E=\hbar^2k^2/2m$ measured from the subband bottom, and total degeneracy $g$ (spin times valleys). Let the temperature be low enough that $E_F\gg k_BT$.

A weak, slowly varying potential energy raises the subband bottom in some places and lowers it in others. Electrons flow until the electrochemical potential is uniform. States deep below the Fermi level stay full throughout, so the density changes only through states near the Fermi level. What matters is therefore not how many electrons there are, but how many states lie in a small energy interval $\delta E$ at $E_F$.

In momentum space these states form a ring of circumference $2\pi k_F$. Its thickness is $\delta k=\delta E/(\hbar v_F)$, because $dE/dk=\hbar v$. Per unit area of channel there are $g/(2\pi)^2$ states per unit area of momentum space, so the density of states is

$$D=\frac{g}{4\pi^2}\,\frac{2\pi k_F}{\hbar v_F}=\frac{g\,k_F}{2\pi\hbar v_F}.$$

Adding electrons lengthens the ring in proportion to $k_F$. It also raises the Fermi velocity, $v_F=\hbar k_F/m$, which thins the ring in proportion to $1/k_F$. The two changes cancel:

$$D=\frac{gm}{2\pi\hbar^2}.$$

The added electrons leave as many states at the Fermi level as before. Direct counting agrees. The filled circle gives $n=g\,\pi k_F^2/(4\pi^2)=gk_F^2/4\pi$, so

$$k_F=\sqrt{\frac{4\pi n}{g}},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=\frac{2\pi\hbar^2}{gm}\,n=\frac nD .$$

The Fermi energy is linear in density, and its slope is constant.

The cancellation needs both the dimension and the band shape. For $E\propto k^s$ in $d$ dimensions, $n\propto k_F^d$ and

$$D=\frac{dn/dk_F}{dE_F/dk_F}\propto\frac{k_F^{d-1}}{k_F^{s-1}}=k_F^{d-s}.$$

Only $d=s$ removes $k_F$. Counting allowed momenta in a periodic box, and then doubling $k_F$, multiplies $D$ by 1.000 for a parabolic band in two dimensions, by 2.000 for a linear band in two dimensions, and by 2.001 for a parabolic band in three.

### From responding states to a screening wavevector

Next comes the electrostatics. Let the channel be a sheet of zero thickness at $z=0$, between a semiconductor of dielectric constant $\kappa_s$ and a thick dielectric of constant $\kappa_{ox}$. A density ripple $\delta n$ of in-plane wavevector $q$ carries charge $-e\,\delta n$. Away from the sheet, Laplace's equation gives a potential $\phi\,e^{-q|z|}$. Gauss's law at the sheet then reads

$$\epsilon_0(\kappa_s+\kappa_{ox})\,q\,\phi=-e\,\delta n .$$

An electron's potential energy is $-e\phi$, so the ripple produces the energy $v(q)\,\delta n$ with

$$v(q)=\frac{e^2}{2\epsilon_0\kappa q},\qquad \kappa=\frac{\kappa_s+\kappa_{ox}}2 .$$

Let $U_{ext}$ be the energy due to defects and $U$ the total, including the response. Uniform electrochemical potential means that the local Fermi energy changes by $-U$, hence $\delta n=-DU$. In the Hartree (random-phase) approximation, the electrons respond to the total electrostatic energy:

$$U=U_{ext}+v\,\delta n=U_{ext}-vD\,U
\quad\Rightarrow\quad U=\frac{U_{ext}}{1+v(q)D}.$$

The denominator is the screening function

$$\varepsilon(q)=1+\frac{q_{TF}}q,\qquad
q_{TF}=\frac{e^2D}{2\epsilon_0\kappa}=\frac{g\,m\,e^2}{4\pi\epsilon_0\kappa\hbar^2}.$$

No density appears. For a single elementary charge in the sheet, $|U_{ext}|=v(q)$, and the screened potential is

$$|U(q)|=\frac{v(q)}{1+q_{TF}/q}=\frac{e^2}{2\epsilon_0\kappa\,(q+q_{TF})}.$$

### How far "long wavelength" reaches

The local argument assumed a slow potential, but scattering involves $q$ up to $2k_F$. The static response at finite $q$ follows from first-order perturbation theory. Apply $U(\mathbf r)=U_qe^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ Each plane wave $\mathbf k$ acquires admixtures of $\mathbf k\pm\mathbf q$, and its density gains, as coefficient of $e^{i\mathbf q\cdot\mathbf r}$,

$$U_q\left[\frac1{E_k-E_{k+q}}+\frac1{E_k-E_{k-q}}\right]$$

relative to its uniform density. The two terms contribute equally after summation over the filled circle, since $\mathbf k\to-\mathbf k$ exchanges them. Writing $\delta n_q=-\Pi(q)U_q$,

$$\Pi(q)=2g\,\mathrm P\!\!\int_{k<k_F}\!\frac{d^2k}{4\pi^2}\,\frac1{E_{k+q}-E_k},\qquad
E_{k+q}-E_k=\frac{\hbar^2}{2m}(q^2+2kq\cos\theta).$$

The principal value is legitimate because the terms for two filled states $\mathbf k$ and $\mathbf k+\mathbf q$ are opposite and cancel in pairs, including where they are singular.

For the angular integral put $a=q^2$, $b=2kq$ and $t=\tan(\theta/2)$:

$$\int_{-\pi}^{\pi}\frac{d\theta}{a+b\cos\theta}=\int_{-\infty}^{\infty}\frac{2\,dt}{(a+b)+(a-b)t^2}.$$

If $a>b$, this is $2\pi/\sqrt{a^2-b^2}$. If $a<b$, set $c^2=(b+a)/(b-a)$. The integrand is then $2/[(b-a)(c^2-t^2)]$, with antiderivative proportional to $\ln|(c+t)/(c-t)|$. This vanishes at both ends, and its divergences at $t=\pm c$ cancel in the principal value, so the integral is zero. Only $k<q/2$ survives. With $K=\min(k_F,q/2)$,

$$\Pi=\frac{gm}{\pi^2\hbar^2}\int_0^{K}\!\frac{2\pi k\,dk}{q\sqrt{q^2-4k^2}}
=\frac{gm}{2\pi\hbar^2}\,\frac{q-\sqrt{q^2-4K^2}}{q}.$$

For $q\le2k_F$ we have $K=q/2$, the root vanishes, and $\Pi=D$. For $q>2k_F$,

$$\Pi(q)=D\left[1-\sqrt{1-(2k_F/q)^2}\right].$$

At zero temperature, in this model, the Thomas–Fermi result therefore covers every momentum transfer of elastic scattering on the Fermi circle. Beyond it the response drops: at $q=4k_F$ it is $0.134D$.

### What weakens

An electron scattered elastically through an angle $\theta$ changes its wavevector by $q=2k_F\sin(\theta/2)$. At a fixed angle, then,

$$\varepsilon=1+\frac{q_{TF}}{2k_F\sin(\theta/2)},\qquad
\frac{q_{TF}}{k_F}=q_{TF}\sqrt{\frac g{4\pi n}}\propto n^{-1/2}.$$

The screening length stays fixed while the electron wavelength shrinks. Faster electrons probe shorter-range parts of the defect potential, which the channel screens less well. At a fixed $q<2k_F$, nothing has changed.

Weaker relative screening does not mean a stronger defect potential. At backscattering, the bare potential falls as $1/(2k_F)$ and the screened one as $1/(2k_F+q_{TF})$. Both fall with density. The screened one falls more slowly because the constant $q_{TF}$ dilutes the change.

The band shape decides this trend too. In two dimensions $q_{TF}\propto D\propto k_F^{2-s}$, so $q_{TF}/k_F\propto k_F^{1-s}$. For a linear band the wavevector grows with density and the ratio stays constant, whereas for a parabolic band the wavevector stays constant and the ratio falls.

### The number

Consider an n-channel transistor with a TiN gate and a high-k dielectric, at 4 K. Rough parameters are $m=0.19\,m_e$, $g=4$, $\kappa_s=11.7$ and $\kappa_{ox}=20$, so $\kappa=(11.7+20)/2=15.85$. The formulas give

$$D=1.587\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2},\qquad q_{TF}=0.906\ \text{nm}^{-1},$$

or a screening length of 1.10 nm, at every density for which the channel is degenerate, only the lowest subband is filled and the Hartree approximation holds.

At $n=10^{13}$ cm$^{-2}=0.1$ nm$^{-2}$,

$$k_F=\sqrt{\frac{4\pi(0.1)}4}=0.560\ \text{nm}^{-1},\qquad
E_F=\frac{10^{13}}{1.587\times10^{14}}\ \text{eV}=63.0\ \text{meV},$$

and $q_{TF}/k_F=0.906/0.560=1.62$. At a quarter of that density $k_F$ is halved, to 0.280 nm$^{-1}$, and the ratio doubles to 3.23. With the zero-temperature response, the screening function at $2k_F$ is $1+3.23/2=2.62$ at the lower density and $1+1.62/2=1.81$ at the higher. The screened potential at $2k_F$ falls from 0.389 to 0.282 eV nm², a factor of 0.72, where the bare one would fall by one half.

### A metal gate close by

The open-sheet formula assumed a thick dielectric. Put an ideal metal at distance $d$ instead. The potential in the dielectric must vanish there, so it varies as $\sinh[q(d-z)]/\sinh(qd)$. Its slope at the sheet is $-q\coth(qd)$, and Gauss's law becomes

$$v(q)=\frac{e^2}{\epsilon_0q\,[\kappa_s+\kappa_{ox}\coth(qd)]}.$$

As $q\to0$, $\coth(qd)\to1/(qd)$ and $v\to e^2d/(\epsilon_0\kappa_{ox})$. The screening function no longer diverges:

$$\varepsilon(0)=1+\frac{e^2Dd}{\epsilon_0\kappa_{ox}}.$$

From the definition of $q_{TF}$, $e^2D/\epsilon_0=2\kappa q_{TF}=2(15.85)(0.906)=28.7$ nm$^{-1}$. A 3 nm film gives $\varepsilon(0)=1+28.7\times3/20=5.31$. Here $\varepsilon$ counts the channel's screening alone, since the gate's is already in $v$. The gate changes the form of long-wavelength screening but not its independence of density, because $n$ could enter only through $D$.

Real TiN is not an ideal metal. With a rough $5\times10^{22}$ carriers per cm³, a free-electron estimate gives a screening length $\lambda=0.060$ nm. If the field penetrates this depth with dielectric constant 1, it adds $\lambda$ to the series sum $d/\kappa_{ox}$. That equals an extra $20\times0.0604=1.21$ nm of high-k film.

### Where density returns

**Temperature.** At finite temperature, integrating the Fermi function over the constant $D$ gives $n=Dk_BT\ln(1+e^{\mu/k_BT})$. Differentiate, then use $e^{\mu/k_BT}=e^{E_F/k_BT}-1$, where $E_F=n/D$:

$$\frac{dn}{d\mu}=\frac{D}{1+e^{-\mu/k_BT}}=D\left(1-e^{-E_F/k_BT}\right).$$

This replaces $D$ in the long-wavelength formula. If degeneracy is lost, $E_F\ll k_BT$, it becomes $n/k_BT$: every electron can respond, and density matters again. At 4 K, $E_F/k_BT$ is about 46 or more in the example and this long-wavelength correction is negligible. At $q=2k_F$, where the zero-temperature response has a kink, temperature matters more: the response at 4 K is 8% below $D$ at the lowest density and 4% below at the highest. The screening functions 2.62 and 1.81 found above then become 2.49 and 1.78.

**Exchange.** The Hartree approximation also leaves out the exchange energy. For an electron at the Fermi circle, exchange with the filled states of its own spin and valley contributes $-\int v(|\mathbf k-\mathbf k_F|)\,d^2k/4\pi^2$. Use polar coordinates centred on $\mathbf k_F$. The filled circle then extends to $q=2k_F\cos\theta$, and

$$\Sigma=-\frac1{4\pi^2}\int_{-\pi/2}^{\pi/2}\!d\theta\int_0^{2k_F\cos\theta}\!q\,dq\,\frac{e^2}{2\epsilon_0\kappa q}
=-\frac{e^2k_F}{2\pi^2\epsilon_0\kappa}.$$

With $\mu=n/D+\Sigma$ and $dk_F/dn=2\pi/(gk_F)$,

$$D\frac{d\mu}{dn}=1-\frac{e^2D}{\pi\epsilon_0\kappa gk_F}=1-\frac{2q_{TF}}{\pi gk_F}.$$

At 2.5, 5 and $10\times10^{12}$ cm$^{-2}$ this is 0.485, 0.636 and 0.743. Dividing 0.906 nm$^{-1}$ by these values gives long-wavelength screening wavevectors of 1.87, 1.42 and 1.22 nm$^{-1}$ for the electrostatic potential, which is what a test charge would feel. For that potential, independence of density is a Hartree result, approached when $k_F\gg q_{TF}/g$. A channel electron also feels the change in exchange energy. In this local treatment its total potential energy is $-\delta n/D$. For the open sheet $v$ diverges as $q\to0$, so $\delta n\to-U_{ext}/v$ and the electron again sees the density-independent Hartree limit $U_{ext}/(vD)$. With a metal gate close by, $v(0)$ is finite and some density dependence remains. The estimate uses bare exchange in an ideal sheet and omits correlation, so it shows the size of the effect rather than a final correction.

**Band shape.** If the band obeys $E(1+\alpha E)=\hbar^2k^2/2m$, then $n=D(E_F+\alpha E_F^2)$ and $dn/dE_F=D(1+2\alpha E_F)$. A rough $\alpha=0.5$ eV$^{-1}$ raises the density of states by 1.6% at the lowest density and 6.1% at the highest. These figures count only the in-plane energy. In a confined channel the kinetic energy of motion normal to the interface, roughly 25 to 50 meV over this density range, enters as well, and the increases are then nearer 4% and 10%.

### Beside a real transistor

The densities and layer thicknesses are roughly those of high-k transistors, but 4 K is far below the usual operating temperature, which is near or above 300 K. Ordinary devices therefore break the low-temperature assumption. At 300 K the single-subband formula gives $(dn/d\mu)/D=0.46$, 0.70 and 0.91 at the three densities. Higher subbands also fill, including those of valleys with a heavier in-plane mass. In a triangular-well estimate with levels held fixed during the response, the values become 0.57, 0.98 and 1.37. If all subbands screen in the same plane, $q_{TF}$ then runs from about 0.5 to 1.2 nm$^{-1}$, or to about 1.4 nm$^{-1}$ with self-consistent Hartree levels and a depletion charge of $10^{12}$ cm$^{-2}$. Density independence is lost. At 4 K the same estimate puts the next subband 40 to 102 meV above the lowest, beyond $E_F$ at each density. The triangular well is too optimistic at high density, however, because the electrons themselves flatten the well. Self-consistent Hartree levels, with all electrons in the lowest subband and a depletion charge of $10^{12}$ cm$^{-2}$, give gaps of about 45, 53 and 63 meV, so the highest density is at the edge of filling a second subband. With only $10^{11}$ cm$^{-2}$ of depletion charge, the gap is below $E_F$ at the upper two densities. The one-subband result therefore needs sufficiently strong confinement as well as low temperature.

The layers matter as well. A numerical solution of Poisson's equation with a 0.7 nm interlayer of dielectric constant 4, the 3 nm film and an ideal gate raises $\varepsilon(k_F)$ at the lowest density from 4.23 to 5.25. The gate by itself lowers $v$, since $\coth(qd)>1$, so the rise comes from the poorly polarizable interlayer. Including the TiN screening length and spreading the electrons over a mean depth of 1.5 nm gives 4.46, 3.36 and 2.51 at the three densities, against 4.23, 3.29 and 2.62 for the ideal sheet. The near agreement at $k_F$ reflects opposing corrections, and it does not extend to every $q$. At $2k_F$ the same stack gives 2.51 and 1.53 at the lowest and highest densities, against 2.62 and 1.81 for the ideal sheet. The screened potential of a charge at the channel interface, averaged over the electron depth, then falls to 0.51 of its low-density value instead of 0.72. These comparisons hold the depth fixed. The self-consistent one-subband levels described above, with a depletion charge of $10^{12}$ cm$^{-2}$, give mean depths of about 1.75 nm at the lowest density and 1.32 nm at the highest. With those depths the factor is about 0.6 instead of 0.51.

Disorder blurs the subband edge. A rough mobility of 500 cm²/Vs, with the transport time taken as the level lifetime, gives a half-width of 6 meV. This is a low estimate for charged defects, which favour small scattering angles and so shorten the level lifetime more than the transport time: charges in the sheet would give about 8 to 9 meV, and remote charges more. With 6 meV, Lorentzian smearing at fixed $E_F$ lowers the density of states by 12% at the lowest density and 3% at the highest. The kink at $2k_F$ is more sensitive: averaging the zero-temperature response over the same Lorentzian lowers it there by roughly 32% and 19%, so disorder by itself would reduce the ideal-sheet screening functions at $2k_F$ from 2.62 and 1.81 to about 2.1 and 1.7. Wavefunction penetration into the barrier, about 0.16 nm, is small beside the 1.5 nm depth. The interlayer field due to the channel electrons reaches 4.5 MV/cm at the highest density, or 5.0 MV/cm with a depletion charge of $10^{12}$ cm$^{-2}$ included, below the rough 10 MV/cm breakdown scale of good thin oxides, so much larger densities would not be realistic here.

## Computed results

```
INPUTS (rough typical values)
in-plane mass (m_e): 0.19
spin-valley degeneracy: 4
kappa semiconductor, high-k: 11.7  20.0
temperature of use (K): 4
densities (1e12 cm^-2): 2.5  5.0  10.0
IDEAL SHEET, columns follow the densities
mean kappa: 15.85
D (1e14 eV^-1 cm^-2): 1.587
D by state counting (same unit): 1.587  1.587  1.587
q_TF (nm^-1): 0.906
1/q_TF (nm): 1.104
k_F (nm^-1): 0.280  0.396  0.560
E_F (meV): 15.7  31.5  63.0
E_F/kT at temperature of use: 46  91  183
q_TF/k_F: 3.233  2.286  1.617
screening function at k_F: 4.233  3.286  2.617
screening function at 2k_F: 2.617  2.143  1.808
screened potential at 2k_F (eV nm^2): 0.389  0.336  0.282
WHY: growth of D when k_F doubles, by counting
2D parabolic: 1.000
2D linear: 2.000
3D parabolic: 2.001
response/D at q = 4k_F: 0.1340
GATE STACK
high-k thickness (nm): 3.0
interlayer thickness (nm), kappa: 0.7  4.0
q->0 screening, ideal gate, no interlayer: 5.31
TiN carriers, rough (1e22 cm^-3): 5.0
TiN screening length (nm): 0.0604
same as high-k thickness (nm): 1.21
at k_F: interlayer and ideal gate: 5.251  4.407  3.650
at k_F: with TiN screening length: 5.424  4.471  3.666
channel mean depth (nm): 1.5
at k_F: with channel depth too: 4.463  3.355  2.511
OTHER NEGLECTED EFFECTS
exchange: D dmu/dn: 0.485  0.636  0.743
300 K, one subband: (dn/dmu)/D: 0.456  0.704  0.913
normal mass, other-valley mass (m_e): 0.920  0.418
gap to next subband (meV): 40.3  64.0  101.6
300 K, all subbands: (dn/dmu)/D: 0.570  0.981  1.366
4 K, all subbands: (dn/dmu)/D: 1.000  1.000  1.000
nonparabolicity alpha (1/eV): 0.5
nonparabolic D/D: 1.016  1.031  1.061
mobility, rough (cm2/Vs): 500
level half-width (meV): 6.09
disorder-smeared D/D: 0.882  0.939  0.969
barrier (eV), barrier mass (m_e): 3.0  0.5
wall penetration length (nm): 0.159
interlayer field (MV/cm): 1.13  2.26  4.52
```
